# Thickness period in ellipsometry and its removal with a second wavelength: test program

```python
"""
Result under test: the ellipsometric angles psi, Delta of a transparent film
repeat when its thickness grows by D = lambda / (2 sqrt(n^2 - sin^2 phi)).
A second wavelength selects the right multiple of D, within a limited range.

Symbols: n film index, phi angle of incidence in air, lambda wavelength,
rho = Rp/Rs = tan(psi) exp(i Delta), X = exp(-2 i beta) round-trip film factor.
Time factor exp(+i omega t), complex index N = n - i k. Lengths in nm.
Reference side: matrix exponentials of Maxwell's equations (no Fresnel formulas).
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

ANGLE = 70.0
WAVES = (633.0, 532.0)
OXIDE = (1.46, 1.465)                     # rough typical values
SILICON = (3.88 - 0.02j, 4.15 - 0.04j)    # rough typical values
TRUE_THICKNESS = 750.0
UPPER_BOUND = 1200.0


def maxwell_reflection(wave, layers, substrate, angle=ANGLE):
    """Rp, Rs from tangential fields; layers = [(index, thickness)], top first."""
    k0 = 2 * np.pi / wave
    s2 = np.sin(np.radians(angle)) ** 2
    q_air = np.cos(np.radians(angle))
    eps_sub = complex(substrate) ** 2
    q_sub = np.sqrt(eps_sub - s2)
    field_s = np.array([1.0, -q_sub], dtype=complex)          # (Ey, hx)
    field_p = np.array([1.0, q_sub / eps_sub], dtype=complex)  # (hy, Ex)
    for index, thick in reversed(layers):
        eps = complex(index) ** 2
        gen_s = 1j * k0 * np.array([[0, 1], [eps - s2, 0]])
        gen_p = -1j * k0 * np.array([[0, eps], [1 - s2 / eps, 0]])
        field_s = expm(-gen_s * thick) @ field_s
        field_p = expm(-gen_p * thick) @ field_p
    y_s = -field_s[1] / field_s[0]
    y_p = field_p[1] / field_p[0]
    return (q_air - y_p) / (q_air + y_p), (q_air - y_s) / (q_air + y_s)


def maxwell_rho(wave, layers, substrate, angle=ANGLE):
    rp, rs = maxwell_reflection(wave, layers, substrate, angle)
    return rp / rs


def period(wave, index, angle=ANGLE):
    return wave / (2 * np.sqrt(index ** 2 - np.sin(np.radians(angle)) ** 2))


def fresnel(index, substrate):
    """p01, p12, s01, s12 for air / film / substrate."""
    s = np.sin(np.radians(ANGLE))
    n = (1.0, index, substrate)
    c = [np.sqrt(1 - (s / m) ** 2 + 0j) for m in n]
    p = [(n[j + 1] * c[j] - n[j] * c[j + 1]) /
         (n[j + 1] * c[j] + n[j] * c[j + 1]) for j in (0, 1)]
    t = [(n[j] * c[j] - n[j + 1] * c[j + 1]) /
         (n[j] * c[j] + n[j + 1] * c[j + 1]) for j in (0, 1)]
    return p[0], p[1], t[0], t[1]


def airy_rho(x, coeffs):
    p01, p12, s01, s12 = coeffs
    return ((p01 + p12 * x) * (1 + s01 * s12 * x) /
            ((1 + p01 * p12 * x) * (s01 + s12 * x)))


def film_roots(rho, coeffs):
    """Both X giving this rho, the one nearest the unit circle first."""
    p01, p12, s01, s12 = coeffs
    roots = np.roots([p12 * s01 * s12 - rho * p01 * p12 * s12,
                      p12 + p01 * s01 * s12 - rho * (s12 + p01 * p12 * s01),
                      p01 - rho * s01])
    return sorted(roots, key=lambda x: abs(np.log(abs(x))))


def to_angles(rho):
    return (np.degrees(np.arctan(abs(rho))),
            np.degrees(np.angle(rho)) % 360)


def rounded(rho):
    psi, delta = np.round(to_angles(rho), 2)
    return np.tan(np.radians(psi)) * np.exp(1j * np.radians(delta))


def chord(a, b):
    """Distance between two polarization ratios on the unit-diameter sphere."""
    return abs(a - b) / np.sqrt((1 + abs(a) ** 2) * (1 + abs(b) ** 2))


def folded(rho, line, index=None):
    index = OXIDE[line] if index is None else index
    x = film_roots(rho, fresnel(index, SILICON[line]))[0]
    return period(WAVES[line], index) * ((-np.angle(x)) % (2 * np.pi)) / (2 * np.pi)


def match(rhos, indices=OXIDE):
    """Candidate pairs (disagreement, m1, m2, d1, d2), best first."""
    f = [folded(rhos[i], i, indices[i]) for i in (0, 1)]
    steps = [period(WAVES[i], indices[i]) for i in (0, 1)]
    pairs = []
    for m1 in range(8):
        a = f[0] + m1 * steps[0]
        if a > UPPER_BOUND:
            break
        for m2 in range(10):
            b = f[1] + m2 * steps[1]
            pairs.append((abs(a - b), m1, m2, a, b))
    return sorted(pairs)


def oxide_rhos(thick):
    return [maxwell_rho(WAVES[i], [(OXIDE[i], thick)], SILICON[i]) for i in (0, 1)]


D = [period(WAVES[i], OXIDE[i]) for i in (0, 1)]
COEFFS = [fresnel(OXIDE[i], SILICON[i]) for i in (0, 1)]
q_film = [WAVES[i] / (2 * D[i]) for i in (0, 1)]

# Airy ratio against Maxwell fields, and uniqueness inside one period
other_root, loop_gap = [], []
for i in (0, 1):
    count = 200
    grid = np.arange(count) * D[i] / count
    rho_grid = np.array([maxwell_rho(WAVES[i], [(OXIDE[i], d)], SILICON[i])
                         for d in grid])
    x_grid = np.exp(-4j * np.pi * grid * q_film[i] / WAVES[i])
    assert max(chord(a, b) for a, b in
               zip(rho_grid, airy_rho(x_grid, COEFFS[i]))) < 1e-9
    other_root.append(min(abs(np.log(abs(film_roots(r, COEFFS[i])[1])))
                          for r in rho_grid))
    distances = chord(rho_grid[:, None], rho_grid[None, :])
    lag = abs(np.arange(count)[:, None] - np.arange(count)[None, :])
    lag = np.minimum(lag, count - lag)
    loop_gap.append(distances[lag >= 10].min())
    assert other_root[i] > np.log(1.5)
    assert loop_gap[i] > 0.02

# Repeat distance found by search in the Maxwell solution
found = []
for i in (0, 1):
    start = maxwell_rho(WAVES[i], [(OXIDE[i], 100.0)], SILICON[i])

    def miss(t):
        return chord(start, maxwell_rho(WAVES[i], [(OXIDE[i], 100.0 + t)],
                                        SILICON[i])) ** 2
    scan = np.arange(5.0, 400.0, 1.0)
    guess = scan[np.argmin([miss(t) for t in scan])]
    best = minimize_scalar(miss, bounds=(guess - 2, guess + 2),
                           method="bounded", options={"xatol": 1e-9})
    found.append(best.x)
    assert abs(best.x - D[i]) < 1e-3 and best.fun < 1e-9

# Disagreement left by a wrong choice that is m periods D1 away
gaps = {m: min(abs(m * D[0] - k * D[1]) for k in range(12)) for m in range(1, 7)}
near_m = next(m for m in gaps if gaps[m] < 10.0)
near_k = int(round(near_m * D[0] / D[1]))
safe_gap = min(gaps[m] for m in range(1, near_m))
safe_range = near_m * D[0]
assert UPPER_BOUND < safe_range

# Index change of the second line that closes the near-coincidence
index_closing = brentq(lambda n: near_m * D[0] - near_k * period(WAVES[1], n),
                       1.40, 1.55) - OXIDE[1]
slope = [-D[i] * OXIDE[i] / q_film[i] ** 2 for i in (0, 1)]
linear_closing = (near_m * D[0] - near_k * D[1]) / (near_k * slope[1])
assert abs(linear_closing / index_closing - 1) < 0.02

# Whole procedure over the allowed range, with readings rounded to 0.01 degree
sweep_error = 0.0
for d in np.arange(5.0, 1196.0, 7.0):
    top = match([rounded(r) for r in oxide_rhos(d)])[0]
    sweep_error = max(sweep_error, abs(top[3] - d), abs(top[4] - d))
assert sweep_error < 0.2

# Worked example
exact = oxide_rhos(TRUE_THICKNESS)
readings = [rounded(r) for r in exact]
pairs = match(readings)
top = pairs[0]
result = (top[3] + top[4]) / 2
assert abs(result - TRUE_THICKNESS) < 0.1

# A film beyond the allowed range is mistaken for a thin one
thick_film = TRUE_THICKNESS + safe_range
wrong = match(oxide_rhos(thick_film))[0]
assert abs(wrong[0] - gaps[near_m]) < 0.01
assert abs(wrong[3] - TRUE_THICKNESS) < 0.01

# Neglected effects: perturbed sample, unperturbed analysis


def stack(change_n=0.0, above=(), below=(), change_si=0.0, angle=ANGLE):
    return [maxwell_rho(WAVES[i], list(above) +
                        [(OXIDE[i] + change_n, TRUE_THICKNESS)] + list(below),
                        SILICON[i] + change_si, angle) for i in (0, 1)]


def spot_average(full_range):
    out = []
    for i in (0, 1):
        r = np.array([maxwell_reflection(WAVES[i], [(OXIDE[i], d)], SILICON[i])
                      for d in TRUE_THICKNESS +
                      np.linspace(-0.5, 0.5, 21) * full_range])
        size = np.sqrt(np.mean(abs(r[:, 0]) ** 2) / np.mean(abs(r[:, 1]) ** 2))
        out.append(size * np.exp(1j * np.angle(np.mean(r[:, 0] * r[:, 1].conj()))))
    return out


effects = {
    "oxide index +0.005": match(stack(change_n=0.005))[0],
    "angle +0.05 deg": match(stack(angle=ANGLE + 0.05))[0],
    "1 nm interlayer, n=2": match(stack(below=[(2.0, 1.0)]))[0],
    "1 nm water, n=1.33": match(stack(above=[(1.33, 1.0)]))[0],
    "silicon index +0.02": match(stack(change_si=0.02))[0],
    "10 nm range in spot": match(spot_average(10.0))[0],
    "dispersion ignored": match(exact, (OXIDE[0], OXIDE[0]))[0],
}
for name, e in effects.items():
    assert (e[1], e[2]) == (top[1], top[2]), name
    assert e[0] < safe_gap / 2, name

print(f"angle {ANGLE:.0f} deg, sin^2 = {np.sin(np.radians(ANGLE))**2:.6f}")
for i in (0, 1):
    print(f"line {WAVES[i]:.0f} nm: oxide n {OXIDE[i]}, silicon N {SILICON[i]}")
    print(f"  q = {q_film[i]:.5f}, period D = {D[i]:.2f} nm")
    print(f"  period found by search = {found[i]:.2f} nm")
    print("  p01, p12 = " + ", ".join(f"{c:.4f}" for c in COEFFS[i][:2]))
    print("  s01, s12 = " + ", ".join(f"{c:.4f}" for c in COEFFS[i][2:]))
    print(f"  other root: |X| or 1/|X| at least {np.exp(other_root[i]):.2f}")
print(f"normal-incidence period at 633 nm = {WAVES[0]/(2*OXIDE[0]):.2f} nm")
for i in (0, 1):
    psi, delta = to_angles(readings[i])
    x = film_roots(readings[i], COEFFS[i])
    print(f"reading {WAVES[i]:.0f} nm: psi {psi:.2f}, Delta {delta:.2f} deg")
    print(f"  roots X = {x[0]:.4f} and {x[1]:.4f}")
    f = folded(readings[i], i)
    print(f"  |X| = {abs(x[0]):.4f}, folded thickness = {f:.2f} nm")
    c = [f + m * D[i] for m in range(8) if f + m * D[i] <= UPPER_BOUND]
    print("  candidates (nm): " + ", ".join(f"{v:.1f}" for v in c))
print(f"selected orders m1 = {top[1]}, m2 = {top[2]}")
print(f"thickness = {result:.2f} nm, disagreement = {top[0]:.3f} nm")
print(f"next best pair disagreement = {pairs[1][0]:.1f} nm")
print("gap for m = 1..6 (nm): " + ", ".join(f"{g:.1f}" for g in gaps.values()))
print(f"near-coincidence: {near_m} D1 = {near_m*D[0]:.1f} nm, "
      f"{near_k} D2 = {near_k*D[1]:.1f} nm")
print(f"smallest gap before it = {safe_gap:.1f} nm, half = {safe_gap/2:.1f} nm")
print(f"index change at 532 nm closing it = {index_closing:.4f}")
print(f"dD/dn at 633 nm = {slope[0]:.1f} nm per unit index")
print(f"largest error in thickness sweep = {sweep_error:.3f} nm")
print(f"film of {thick_film:.1f} nm is read as {wrong[3]:.1f} and {wrong[4]:.1f} nm")
print("neglected effect: d at 633, d at 532, disagreement (nm)")
for name, e in effects.items():
    print(f"  {name}: {e[3]:.2f}, {e[4]:.2f}, {e[0]:.2f}")
print("success")
```

Running it gives:

```
angle 70 deg, sin^2 = 0.883022
line 633 nm: oxide n 1.46, silicon N (3.88-0.02j)
  q = 1.11740, period D = 283.25 nm
  period found by search = 283.25 nm
  p01, p12 = -0.2103+0.0000j, 0.3541-0.0021j
  s01, s12 = -0.5313+0.0000j, -0.5422+0.0019j
  other root: |X| or 1/|X| at least 2.82
line 532 nm: oxide n 1.465, silicon N (4.15-0.04j)
  q = 1.12392, period D = 236.67 nm
  period found by search = 236.67 nm
  p01, p12 = -0.2098+0.0000j, 0.3811-0.0039j
  s01, s12 = -0.5334+0.0000j, -0.5649+0.0035j
  other root: |X| or 1/|X| at least 2.62
normal-incidence period at 633 nm = 216.78 nm
reading 633 nm: psi 40.87, Delta 280.33 deg
  roots X = -0.5986+0.8011j and -1.4459+4.3880j
  |X| = 1.0001, folded thickness = 183.51 nm
  candidates (nm): 183.5, 466.8, 750.0, 1033.2
reading 532 nm: psi 23.40, Delta 99.71 deg
  roots X = 0.4875-0.8731j and -2.4734-1.3475j
  |X| = 1.0000, folded thickness = 39.99 nm
  candidates (nm): 40.0, 276.7, 513.3, 750.0, 986.7
selected orders m1 = 2, m2 = 3
thickness = 750.00 nm, disagreement = 0.000 nm
next best pair disagreement = 46.6 nm
gap for m = 1..6 (nm): 46.6, 93.2, 96.9, 50.4, 3.8, 42.8
near-coincidence: 5 D1 = 1416.2 nm, 6 D2 = 1420.0 nm
smallest gap before it = 46.6 nm, half = 23.3 nm
index change at 532 nm closing it = 0.0023
dD/dn at 633 nm = -331.2 nm per unit index
largest error in thickness sweep = 0.012 nm
film of 2166.2 nm is read as 750.0 and 746.2 nm
neglected effect: d at 633, d at 532, disagreement (nm)
  oxide index +0.005: 754.45, 754.35, 0.11
  angle +0.05 deg: 749.82, 749.95, 0.13
  1 nm interlayer, n=2: 750.92, 751.25, 0.33
  1 nm water, n=1.33: 750.72, 750.81, 0.09
  silicon index +0.02: 749.92, 750.02, 0.10
  10 nm range in spot: 749.98, 750.01, 0.03
  dispersion ignored: 750.00, 754.38, 4.38
success
```
